Steed's method for Coulomb functions: iteration counts and accuracy loss

**1. A case that can be seen through**

For a free particle with angular momentum one, the radial solutions are

F = sin ρ/ρ − cos ρ,  G = cos ρ/ρ + sin ρ.

Suppose we know only two logarithmic derivatives: the real number f = F'/F, and the complex number p + iq belonging to the outgoing wave G + iF = −i exp(iρ)(1 + i/ρ). Differentiating the logarithm of this wave gives

p + iq = i − (i/ρ²)/(1 + i/ρ) = (i/ρ)[ρ − 1/(ρ+i)],

q = 1 − 1/(1+ρ²) = ρ²/(1+ρ²) = 1/(F²+G²).

So q supplies the amplitude, while f, p and q together give the ratio G/F = (f−p)/q (section 2); F and G are thereby fixed up to a common sign. The weakness shows too: for small ρ, q is a small difference of two numbers near one. Steed's method extends this to any Coulomb field, with continued fractions for f and p + iq.

**2. Four values from two logarithmic derivatives**

All quantities are dimensionless. For real η, λ ≥ 0 and ρ > 0 the equation is

u'' + [1 − 2η/ρ − λ(λ+1)/ρ²]u = 0,

with η > 0 for repulsion. F is regular at the origin, H± = G ± iF, and at large ρ

H+ → exp(iθ),  θ = ρ − η ln 2ρ − λπ/2 + arg Γ(λ+1+iη).

Hence F'G − FG' = 1. Define f = F'/F and p + iq = H+'/H+. The real and imaginary parts of H+' = (p+iq)H+ are

G' = pG − qF,  F' = pF + qG.

Since F' = fF, the second gives G = γF with γ = (f−p)/q. Substitution in the Wronskian gives

1 = F²[fγ − pγ + q] = F²[(f−p)²/q + q].

With s the sign of F,

F = s[(f−p)²/q + q]^(−1/2), F' = fF, G = γF, G' = pG − qF.

Also q = Im(H+'H−)/|H+|² = 1/(F²+G²), so q > 0.

**3. The first fraction, CF1**

Let S_k = k/ρ + η/k, R_k = √(1+η²/k²) and D = d/dρ. Direct multiplication gives

(D+S_k)(S_k−D)u = −u'' + (S_k² + S_k')u,

S_k² + S_k' = k(k−1)/ρ² + 2η/ρ + η²/k².

If u has order k−1, the right side is R_k²u. Applying S_k−D once more gives (S_k−D)(D+S_k)w = R_k²w for w = (S_k−D)u. This is the equation of order k, because reversing the factors changes S_k' to −S_k' and k(k−1) to k(k+1). Thus

R_k w_k = S_k w_{k−1} − w'_{k−1},  R_k w_{k−1} = S_k w_k + w'_k.

The normalization is right: at large ρ, S_k−D multiplies H+ by η/k − i, whose modulus is R_k and whose phase is −π/2 + arg(k+iη), the change of θ between the two orders. The relations therefore hold for F and for G.

Adding the second relation at order k to the first at order k+1 gives, with T_k = S_k + S_{k+1},

T_k w_k = R_k w_{k−1} + R_{k+1}w_{k+1}.

So F_k/F_{k−1} = R_k/d_k with d_k = T_k − R²_{k+1}/d_{k+1}, and

f = S_{λ+1} − R²_{λ+1}/(T_{λ+1} − R²_{λ+2}/(T_{λ+2} − …)).

**Truncation.** Keeping N quotients amounts to using y_k = F_k − rG_k with y_M = 0, where M = λ+N+1 and r = F_M/G_M. Then

f_N − f = (F'−rG')/(F−rG) − F'/F = r(F'G−FG')/[F(F−rG)] = r/[F(F−rG)].

For M → ∞ at fixed ρ, F_M/G_M → 0, so the fraction converges to the regular solution.

**Sign.** The d_k are ratios of trailing minors of a tridiagonal matrix with diagonal T_k and off-diagonal R_k. The denominators met in forward evaluation are ratios of leading minors. Both sets multiply to the determinant, and y_λ = y_{M−1} ∏(d_k/R_k). By the first ladder relation,

y_{M−1} = (F_{M−1}G_M − F_M G_{M−1})/G_M = 1/(R_M G_M),

which is positive for large M. Once r is negligible, s is therefore the product of the signs of the forward denominators.

**Count.** Outside the turning point of order M, r oscillates with M and may be small by accident; it stays small only when ρ lies inside that turning point. For large ρ > 2η this begins at M₀ = √(ρ²−2ηρ). Semiclassically F_M/G_M ≈ ½exp(−2φ_M), where φ_M is the integral of the decay rate from ρ to the turning point. Put M = M₀ + δ. The squared decay rate at ρ is κ₀² ≈ 2M₀δ/ρ², and it falls outward with slope

g = 2η/ρ² + 2M₀²/ρ³ = 2(ρ−η)/ρ².

For a linear fall, φ_M = 2κ₀³/(3g). An absolute error ε in f requires r ≈ εF², or 2φ_M = L with L = ln[1/(2εF²)]. Hence κ₀³ = 3gL/4, and

N ≈ M₀ − λ + (ρ²/2M₀)[3L(ρ−η)/(2ρ²)]^(2/3).

The step κ₀² ≈ 2M₀δ/ρ² needs δ small beside M₀, so the law fails near ρ = 2η: for η = 100, λ = 0, ε = 10⁻¹⁶ it gives 170 at ρ = 210, where 124 quotients are used, and 346 at ρ = 400, where 344 are used. The excess over M₀ grows as ρ^(1/3). For ε = 10⁻¹⁶, λ = 0, η = 10, ρ = 1000, M₀ is 990, the law gives 1062 and the algorithm stops after 1061 quotients. One more quotient raises 2φ_M by 2κ₀M₀/(ρ−η), which is small at very large ρ; the error left when the increment falls below ε is then about (ρ−η)/(2κ₀M₀) times ε. For η = 0, λ = 0, ε = 10⁻⁸ it is about 3ε near ρ = 10⁴ and 7ε near ρ = 10⁵.

**4. The second fraction, CF2**

Write H+ = E v, up to a constant phase, with E = exp[i(ρ − η ln 2ρ)]. Then E'/E = i(1−η/ρ), and E''/E contributes iη/ρ² − (1−η/ρ)². The equation becomes

ρ²v'' + 2iρ(ρ−η)v' + ab v = 0,

a = iη−λ,  b = iη+λ+1,  ab = iη − η² − λ(λ+1).

Let x = 1/ρ and let v_n be the n-th derivative of v with respect to x. Since v' = −x²v₁ and v'' = x⁴v₂ + 2x³v₁,

x²v₂ + [2(1+iη)x − 2i]v₁ + ab v₀ = 0.

Differentiate n times. The coefficient of v_n is n(n−1) + 2n(1+iη) + ab = (a+n)(b+n), because a+b = 1+2iη. Thus

x²v_{n+2} + [2(n+1+iη)x − 2i]v_{n+1} + (a+n)(b+n)v_n = 0.

The bracket equals −2ix[ρ−η+i(n+1)]. With K_n = ix v_{n+1}/v_n, division by ix v_{n+1} gives

K_n = (a+n)(b+n)/{2[ρ−η+i(n+1)] + K_{n+1}}.

Finally v'/v = −x²v₁/v₀ = (i/ρ)K₀, so

p + iq = (i/ρ)[ρ−η+K₀].

**Why it selects H+.** A three-term recurrence has two solutions, and the fraction converges to the one that becomes negligible relative to the other. To identify it, use

v = (1/Γ(b)) ∫₀^∞ e^(−s) s^(b−1) W^(−a) ds,  W = 1 + ixs/2.

Inserting the integrand in the equation in x gives a ∂/∂s[e^(−s)s^b W^(−a−1)]. To see this, put y = ixs/2. The terms containing an explicit s are −asW^(−a−1) on both sides. The rest, multiplied by W^(a+2)/a, reads

(a+1)y² − (a+b+1)y(1+y) + b(1+y)² = b + (b−a−1)y = b(1+y) − (a+1)y.

The boundary terms vanish since Re b > 0, and v → 1 as x → 0, as H+ requires.

For c_n = (−x)^n v_n/n!, differentiation under the integral gives

c_n⁺ = [Γ(a+n)/(Γ(a)Γ(b)n!)] ∫₀^∞ e^(−s)s^(b−1)(1−2iρ/s)^(−n)W^(−a) ds.

At large n the exponent is −s + 2iρn/s, with its saddle at s₀ = (1−i)√(ρn) and value −2s₀. The next term, −2ρ²n/s₀² = −iρ, changes only the phase. The modulus collects these factors:

- |s₀^(b−1)W^(−a)| → n^λ e^(πη/2), since W → is₀/2ρ;
- |Γ(a+n)/n!| → n^(−λ−1);
- the Gaussian width gives √(2π) 2^(−1/4)(ρn)^(1/4).

The other solution comes from H−. Its v is exp[−2i(ρ−η ln 2ρ)] at leading order, and c_n⁻ is the coefficient of t^n when ρ is replaced by ρ/(1−t). With τ = 1−t the exponent is nτ − 2iρ/τ. The dominant saddle is τ₀ = (1−i)√(ρ/n), with value +2s₀. The factor (2ρ/τ₀)^(2iη) has modulus e^(−πη/2), and the second derivative has modulus √2 n^(3/2)ρ^(−1/2). Hence

|c_n⁺| ≈ √(2π) 2^(−1/4)ρ^(1/4)n^(−3/4) e^(πη/2−2√(ρn))/|Γ(a)Γ(b)|,

|c_n⁻| ≈ (2π)^(−1/2) 2^(−1/4)ρ^(1/4)n^(−3/4) e^(−πη/2+2√(ρn)).

H+ is the minimal solution. Because 1−a is the complex conjugate of b, the reflection formula gives |Γ(a)Γ(b)| = π/|sin πa|, and

|c_n⁺/c_n⁻| ≈ A exp(−4√(ρn)),  A = 2e^(πη)|sin π(λ−iη)|.

For integer λ, A = |e^(2πη)−1|. If also η = 0, a numerator vanishes and CF2 terminates after λ quotients.

**Error and count.** Truncation after N quotients replaces H+ by H+ − rH−, with r now the ratio of the two solutions at index N+1. Since H+'H− − H+H−' = 2i, the argument used for CF1 gives, for small r,

|δ(p+iq)| ≈ 2|r|/|H+|² ≈ 2Aq exp(−4√(ρN)).

For a relative error ε in the complex number p+iq,

N ≈ {ln[2Aq/(ε|p+iq|)]}²/(16ρ).

This is a large-N law. At ε = 10⁻¹⁶ it gives 938 for λ = 0, η = 0.5, ρ = 0.1, where 939 quotients are used. For λ = 1, η = −1, ρ = 0.1 it gives 683 against 695.

When N is well above 8ρ, the last increment understates the error. When N is well below 8ρ the large-N argument does not apply. The increment can then overstate the error (at η = 4, λ = 0, ρ = 20, N = 12 the error is 0.08 of the increment), but near the turning point of a large η it understates it: for λ = 0, ρ = 2η, ε = 10⁻¹⁰ the error is 2 times the increment at η = 10⁴ (N = 113) and 11 times at η = 10⁶ (N = 501), which the stopping rule of section 5 does not allow for. Now take N well above 8ρ. The complex error varies as exp[−4(1−i)√(ρN)], so one step changes it by a fraction of modulus √(8ρ/N). The remaining error is therefore about √(N/8ρ) times the increment, and the stopping rule must include this factor.

**5. Pseudocode**

Both forward passes use increments. For a quotient with numerator α and denominator β, the update is

D_new = 1/(β + αD),  Δ_new = −αD D_new Δ.

CF1(λ, η, ρ, ε):
  D = 0; s = 1; N = 0
  repeat
    N = N+1; k = λ+N; α = −R_k²
    z = T_k + αD; if z = 0, z = 10⁻³⁰
    s = s·sign(z); D_new = 1/z
    if N = 1, Δ = αD_new; else Δ = −αD D_new Δ
    D = D_new
  until |Δ| < ε
  d = T_{λ+N}
  for k = λ+N−1 down to λ+1: d = T_k − R²_{k+1}/d
  return f = S_{λ+1} − R²_{λ+1}/d, and s
  (a zero d is also replaced by 10⁻³⁰)

CF2(λ, η, ρ, ε):
  if ab = 0, return i(ρ−η)/ρ
  D = 1/[2(ρ−η+i)]; Δ = abD; K = Δ; n = 1
  repeat
    α = (a+n)(b+n); if α = 0, stop
    n = n+1; D_new = 1/{2(ρ−η+in) + αD}
    Δ = −αD D_new Δ; K = K+Δ; D = D_new
  until |Δ|·max(1, √(n/8ρ)) < ε|ρ−η+K|
  return i(ρ−η+K)/ρ

COULOMB: call both, stop if q is not reliably positive (section 6), then use the four formulas of section 2.

The cost is proportional to the sum of the two counts: CF1 dominates at large ρ, CF2 at small ρ unless it terminates (η = 0, integer λ). Storage is constant.

The backward pass in CF1 has a purpose. At λ = 0, η = −1, the first denominator T₁ = 3(1/ρ − 1/2) vanishes at ρ = 2. At ρ = 2 + 10⁻⁷ it is −7.5×10⁻⁸, and with R₁² = 2 the first increment is about 2.7×10⁷. Adding and later cancelling it in double precision left an absolute error of 2.6×10⁻⁹ in f. The backward pass left 3×10⁻¹⁶.

**6. Loss of accuracy inside the turning point**

The classical turning point is ρ_t = η + √(η²+λ(λ+1)), when this is positive. Well inside it, with local decay rate κ and barrier integral φ from ρ to ρ_t,

G ≈ κ^(−1/2)e^φ,  q ≈ 1/G² ≈ κe^(−2φ),  p ≈ G'/G ≈ −κ.

So |p|/q ≈ e^(2φ). These semiclassical forms fail close to the origin: for λ > 0, p → −λ/ρ while κ → √(λ(λ+1))/ρ, and |p|/q grows as ρ^(−2λ−1) while e^(2φ) grows as ρ^(−2√(λ(λ+1))). For λ = 1, η = 0 the ratio of |p|/q to e^(2φ) is 1.3 at ρ = 0.1 and 2.9 at ρ = 0.001. For λ = 0 and η > 0, the substitution σ = 2η cos²α gives

φ = ∫_ρ^(2η) √(2η/σ−1) dσ = 4η∫₀^(α₀) sin²α dα = 2η[arccos√y − √(y(1−y))],

with y = ρ/2η = cos²α₀. At η = 4, ρ = 2, 2φ = 9.83, and the computed ln(|p|/q) is also 9.83.

The algorithm forms q as (ρ−η+Re K₀)/ρ, by cancellation. With machine epsilon u = 2.2×10⁻¹⁶, a scale for its relative error is

u(|1−η/ρ| + |p|)/q.

This is an estimate, not a bound. It counts only the final cancellation, and it is too small when CF2 is very long: at η = −1, λ = 0, ρ = 0.01, with 8668 quotients, the error is 4×10⁻¹³ against an estimate of 4×10⁻¹⁵. For η = 4, λ = 0, over twelve closely spaced points starting at each of ρ = 4, 2 and 1, the largest error was between 0.5 and 2.4 times the estimate.

To see what suffers, write F² = q/[(f−p)²+q²] and G = (f−p)F/q. At fixed f and p,

d ln F/d ln q = ½ − 1/(1+γ²),  d ln G/d ln q = −½ − 1/(1+γ²).

Deep inside, γ is large. F and G acquire opposite errors, each half that of q, while FG ≈ 1/(f−p) stays accurate. A correct product, or a satisfied Wronskian, is therefore no evidence that F and G are correct.

**7. A calculation through the barrier**

Take η = 4, λ = 0, so ρ_t = 8. At ρ = 2 the fractions give

f = 1.909193, p = −1.570752, q = 8.45133×10⁻⁵.

Then f−p = 3.479945 and γ = 3.479945/(8.45133×10⁻⁵) = 4.1176×10⁴. Here q is negligible beside (f−p)²/q, so

F = √q/(f−p) = 0.00919311/3.479945 = 2.64174×10⁻³,
F' = fF = 5.04359×10⁻³,
G = γF = 108.777,
G' = pG − qF = −170.862.

The next table gives the counts N₁ (CF1) and N₂ (CF2), and the relative error of F against its power series summed with 40 digits.

ρ | N₁ | N₂ | |p|/q | error of F
20 | 37 | 12 | 0.011 | below 10⁻¹⁵
8 | 20 | 28 | 0.51 | 5×10⁻¹⁶
4 | 15 | 49 | 93 | 5×10⁻¹⁶
2 | 12 | 84 | 1.9×10⁴ | −2×10⁻¹²
1 | 10 | 144 | 1.3×10⁶ | 3×10⁻¹⁰
0.5 | 8 | 254 | 3.1×10⁷ | 2×10⁻⁸

In the last three rows G has the opposite error, and FG is accurate to better than 10⁻¹⁵.

The failure can be total. At η = 10, λ = 0, ρ = 1 the true q is 1.0×10⁻¹⁹, but double precision returns −3.6×10⁻¹⁵, and the square root for F is no longer real. A positive q is not enough for acceptance: the error estimate of section 6 must also be small.

**8. Two cures**

**Coulomb barrier.** Take F from its power series,

F = C Σ A_k ρ^(k+λ+1),  A₀ = 1, A₋₁ = 0,  k(k+2λ+1)A_k = 2ηA_{k−1} − A_{k−2}.

The recurrence follows by equating powers of ρ, since (k+λ+1)(k+λ) − λ(λ+1) = k(k+2λ+1). For C, let ρ → 0 in the integral for v. There W → is/2ρ, and the integral becomes Γ(b−a) = Γ(2λ+1), so

G ≈ Γ(2λ+1)e^(πη/2)(2ρ)^(−λ)/|Γ(b)|.

The Wronskian of Cρ^(λ+1) with this G fixes

C = 2^λ e^(−πη/2)|Γ(λ+1+iη)|/Γ(2λ+2).

Inserting F' = fF and G' = pG − qF in the Wronskian then gives

G = (1−qF²)/[F(f−p)].

Now q enters only through a negligible correction. At η = 4, λ = 0, ρ = 1 the relative errors fall from 3×10⁻¹⁰ to below 10⁻¹⁵. At large ρ the series itself suffers cancellation, so this cure belongs well inside the barrier. For large η the cancellation sets in before the turning point: at η = 100, λ = 0, where ρ_t = 200, the relative error of the series for F in double precision is about 10⁻¹⁵ at ρ = 130, 3×10⁻¹² at ρ = 150 and 10⁻⁵ at ρ = 180, where the direct method gives 3×10⁻¹².

**Centrifugal barrier.** If λ is an integer and ρ > 2η, order zero is outside its turning point, and q escapes the barrier loss there. At small ρ the fraction is still long and some digits are lost: for η = −1 the relative error of q is 5×10⁻¹⁵ at ρ = 0.1 and 3×10⁻¹² at ρ = 0.001. Start with F_λ = s and F'_λ = sf from CF1 at order λ. Carry them down with

F_{k−1} = (S_kF_k + F'_k)/R_k,  F'_{k−1} = S_kF_{k−1} − R_kF_k.

At order zero, take f as the ratio F'₀/F₀ of the carried values and s as the sign of the carried F₀; CF2 and the formulas of section 2 then give the true F₀, G₀ and G₀'. The ratio of the true F₀ to the carried one rescales F_λ and F'_λ. Carry G up with

G_k = (S_kG_{k−1} − G'_{k−1})/R_k,  G'_k = R_kG_{k−1} − S_kG_k.

Inside the barrier F grows towards lower order and G towards higher order, so each is carried in the direction in which it dominates. For η = −1, λ = 12, ρ = 3 the largest relative error among the four values is 1.8×10⁻⁵ by the direct method and 3×10⁻¹⁶ by this route.
